# Reconstructed electric field gradients from ultrasoft pseudopotentials, with one p_z electron

## 1. What fails without reconstruction

The electric field gradient (EFG) at a nucleus weights the surrounding charge by $r^{-3}$. A pseudo-orbital is altered where this weight is largest. In the p orbital worked out below, $\langle r^{-3}\rangle$ is 1.125 bohr$^{-3}$, but its pseudo-orbital gives 0.528 bohr$^{-3}$. An EFG taken from the pseudo-orbital alone would be less than half the correct one.

Restoring the orbital near the nucleus is only part of the cure. A pseudo-orbital also has the wrong multipole moments: an ultrasoft one has the wrong norm, and even a norm-conserving one generally has the wrong $L=2$ moment. Augmentation charges must be added to the density to restore these moments. Distant nuclei need those charges, while the nucleus under study must not count its own augmentation twice. The formula below keeps this account.

Hartree atomic units are used and an electron has charge $-1$. The derivation is non-relativistic. Each core is frozen and spherical, augmentation spheres do not overlap, and orbitals and harmonics $S_{LM}$ are real.

## 2. The EFG as an integral over charge

Put the nucleus at the origin and let $\rho_c$ be the charge density of everything except this nucleus. Its potential at a small displacement $\mathbf s$ is

$$\Phi(\mathbf s)=\int\frac{\rho_c(\mathbf r)}{|\mathbf r-\mathbf s|}\,d^3r .$$

For $r>s$, expansion to second order gives

$$\frac1{|\mathbf r-\mathbf s|}=\frac1r+\frac{\mathbf s\cdot\mathbf r}{r^3}+\frac{3(\mathbf s\cdot\mathbf r)^2-s^2r^2}{2r^5}+\dots$$

Two derivatives with respect to $\mathbf s$ turn the last term into $(3r_ar_b-r^2\delta_{ab})/r^5$. Charge in a tiny ball about the origin needs separate care. By Poisson's equation its isotropic part adds $-\tfrac{4\pi}{3}\rho_c(0)\delta_{ab}$, a pure trace. Its $L=2$ part starts as $r^2$ and contributes nothing as the ball shrinks. The EFG is defined without the trace:

$$V_{ab}=\Big(\partial_a\partial_b-\tfrac13\delta_{ab}\nabla^2\Big)\Phi(0)=\int\rho_c(\mathbf r)\,\frac{K_{ab}(\mathbf e)}{r^3}\,d^3r,\qquad K_{ab}=3e_ae_b-\delta_{ab},$$

with $\mathbf e=\mathbf r/r$ and the angular integral done first. An electron density $n$ enters as $\rho_c=-n$. Since $K_{ab}$ averages to zero over directions, charge that is spherical about this nucleus gives no EFG there.

**Angular tensors.** Each real $L=2$ harmonic is a quadratic form, $S_{2M}=\sum_{cd}A^M_{cd}e_ce_d$, with $A^M$ symmetric and traceless. As $K_{ab}$ is purely $L=2$,

$$K_{ab}=\sum_M T^M_{ab}S_{2M},\qquad T^M_{ab}=\int S_{2M}K_{ab}\,d\Omega .$$

The isotropic average

$$\int e_ae_be_ce_d\,d\Omega=\frac{4\pi}{15}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$$

gives the coefficient. The first term meets the trace of $A^M$ and vanishes; the other two are equal. The $-\delta_{ab}$ in $K_{ab}$ drops out because $S_{2M}$ integrates to zero. Hence

$$T^M_{ab}=3\cdot\frac{4\pi}{15}\cdot2A^M_{ab}=\frac{8\pi}{5}A^M_{ab}.$$

For $M=0$, $A^0=\sqrt{5/16\pi}\,\mathrm{diag}(-1,-1,2)$.

## 3. Restoring the density

In a sphere, let $\phi_i=(u_i/r)S_i$ be all-electron partial waves and $\tilde\phi_i=(\tilde u_i/r)S_i$ their smooth partners, equal outside the sphere. Projectors obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The reconstructed orbital is

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad c_i=\langle\tilde p_i|\tilde\psi\rangle .$$

If the partial waves are complete for this state, $\tilde\psi=\sum_ic_i\tilde\phi_i$ inside the sphere, and therefore $\psi=\sum_ic_i\phi_i$. Squaring both, subtracting, and summing over orbitals $n$ with occupations $f_n$ gives

$$n=\tilde n+D,\qquad D=\sum_{ij}\rho_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j),\qquad \rho_{ij}=\sum_nf_nc^n_ic^n_j .$$

Here $\tilde n=\sum_nf_n|\tilde\psi_n|^2$, and a sum over spheres is understood in $D$. For an incomplete set, let $\delta=\tilde\psi-\sum_ic_i\tilde\phi_i$ be the remainder. The square of $\psi$ then contains the further term $2\delta\sum_ic_i(\phi_i-\tilde\phi_i)$, which the formula neglects. The term vanishes with $\delta$, but its contribution to the EFG is a signed integral. A smaller remainder therefore does not guarantee a smaller error, and convergence with the number of projectors must be checked.

For complex Bloch orbitals, $c_ic_j$ becomes $c_i^*c_j$. Since $\phi_i\phi_j$ is symmetric in $i$ and $j$, the antisymmetric imaginary part cancels and the real part of $\rho_{ij}$ suffices.

**Augmentation charge.** Define the real Gaunt factors and radial moments

$$G^{LM}_{ij}=\int S_iS_jS_{LM}\,d\Omega,\qquad q^L_{ij}=\int(u_iu_j-\tilde u_i\tilde u_j)r^L\,dr .$$

The multipole moment of $D$ in one sphere is $\int D\,r^LS_{LM}d^3r=\sum_{ij}\rho_{ij}G^{LM}_{ij}q^L_{ij}$. The factor $r^2$ in the volume element has cancelled the two factors $1/r$ in the partial waves. A smooth charge with the same moments is

$$\hat n=\sum_{ij}\rho_{ij}\sum_{LM}G^{LM}_{ij}q^L_{ij}g_L(r)S_{LM},\qquad \int g_L(r)r^{L+2}\,dr=1,$$

where $g_L$ vanishes outside the sphere. Now split the density without changing it:

$$n=(\tilde n+\hat n)+(D-\hat n).$$

The first bracket is smooth and belongs on the plane-wave grid. The second has no multipole moments in any sphere, so it produces no potential outside its own sphere. At the nucleus under study, the second brackets of all other spheres therefore drop out. The local one remains.

## 4. The two terms

**Smooth lattice term.** Let $\rho_c$ now denote the smooth total charge: ions minus $\tilde n+\hat n$ on all sites. With $\rho_c(\mathbf G)=\int_{\rm cell}\rho_ce^{-i\mathbf G\cdot\mathbf r}d^3r$ and cell volume $\Omega$, Poisson's equation $-\nabla^2\Phi=4\pi\rho_c$ gives

$$\Phi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi\rho_c(\mathbf G)}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Two derivatives bring down $(iG_a)(iG_b)=-G_aG_b$. At a nucleus at $\boldsymbol\tau$, after removal of the trace,

$$V^{\rm smooth}_{ab}=-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\rho_c(\mathbf G)\left(\frac{G_aG_b}{G^2}-\frac{\delta_{ab}}3\right)e^{i\mathbf G\cdot\boldsymbol\tau}.$$

A neutral cell has no net charge at $\mathbf G=0$, and a constant potential has no gradient. The ions may be spread into spherical Gaussians that do not reach neighbouring nuclei. Outside, these act as point charges; at their own nucleus they give zero. The spreading therefore leaves the EFG unchanged. It is needed for convergence, because the Fourier coefficients of bare point ions do not decay.

**On-site term.** Insert $-(D-\hat n)$ into the integral of Section 2. The angular integral leaves $\sum_MT^M_{ab}G^{2M}_{ij}$. In the partial-wave products, $r^2$ from the volume element cancels $1/r^2$, leaving $u_iu_jr^{-3}$. In the augmentation, $g_2r^2r^{-3}=g_2/r$. Thus

$$V^{\rm on}_{ab}=-\sum_{ij}\rho_{ij}\sum_MT^M_{ab}G^{2M}_{ij}R_{ij},$$

$$R_{ij}=\langle u_i|r^{-3}|u_j\rangle-\langle\tilde u_i|r^{-3}|\tilde u_j\rangle-q^2_{ij}\int\frac{g_2(r)}r\,dr,$$

and the reconstructed EFG is

$$V_{ab}=V^{\rm smooth}_{ab}+V^{\rm on}_{ab}.$$

The superscript in $q^2_{ij}$ means $L=2$, not a square. The sum over $ij$ contains both orders of each unequal pair.

If a code stores a separate pseudized augmentation function for each pair, let $a_{ij}(r)$ be the radial coefficient of $G^{2M}_{ij}S_{2M}$ in that density. Then $\int a_{ij}(r)r^{-1}dr$ replaces the product $q^2_{ij}\int g_2(r)r^{-1}dr$ in $R_{ij}$, and the minus sign before it stays. The function must be the one placed on the grid. In the limit where the augmentation is not smoothed at all, $a_{ij}=(u_iu_j-\tilde u_i\tilde u_j)/r^2$ and $R_{ij}=0$. The lattice term then carries the whole EFG and needs a grid fine enough for the all-electron density.

**Selection and convergence.** The $L=2$ Gaunt factor requires $|l_i-l_j|\le2\le l_i+l_j$ and even $l_i+l_j$. It admits p–p, d–d, s–d and p–f pairs, but neither s–s nor s–p. Near the origin $u_i\propto r^{l_i+1}$, so the integrand varies as $r^{l_i+l_j-1}$. Since $l_i+l_j\ge2$, it vanishes at least linearly. With $g_2\propto r^2$ the augmentation integrand also vanishes linearly.

The s–d pairs should not be dropped as small by assumption. For a chosen mixed s, p, d state, the on-site $V_{zz}$ is $-0.1144$ a.u., of which s–d pairs supply $-0.0482$ a.u., or 42%. In this test the coefficients $c_i$ were recovered by projectors, and the full tensor agreed with three-dimensional quadrature of $-(D-\hat n)K_{ab}/r^3$. The off-diagonal element $V_{xz}$ is $-0.0891$ a.u. by both routes. The state lay in the span of its partial waves, so this does not measure incompleteness. The 42% belongs to this arbitrary state, in which the p$_z$ and p$_x$ parts also partly cancel. It shows that s–d pairs can matter, not that they usually do; at a p-bonded atom in a real molecule the p–p pairs can carry nearly all of the EFG.

## 5. One p_z electron

For p$_z$, $S_{10}=\sqrt{3/4\pi}\cos\theta$. With $x=\cos\theta$, the Gaunt factor is

$$G=\frac3{4\pi}\sqrt{\frac5{16\pi}}\;2\pi\int_{-1}^1x^2(3x^2-1)\,dx .$$

The integral is $6/5-2/3=8/15$, so

$$G=\frac45\sqrt{\frac5{16\pi}}=\frac1{\sqrt{5\pi}}=0.2523 .$$

The tensor factor is

$$T^0_{zz}=\frac{8\pi}5\cdot2\sqrt{\frac5{16\pi}}=\sqrt{\frac{16\pi}5}=3.1707,$$

and the product is $T^0_{zz}G=4/5$. Factors with $M\ne0$ vanish because the density does not depend on azimuth. Since $T^0_{xx}=T^0_{yy}=-T^0_{zz}/2$, the other two products are $-2/5$.

For an isolated atom represented by one partial wave, the smooth and on-site parts are

$$V^{\rm smooth}_{zz}=-\frac45\left[\langle r^{-3}\rangle_{\tilde u}+q^2\!\int\frac{g_2}r\,dr\right],\qquad V^{\rm on}_{zz}=-\frac45R .$$

On addition the pseudo and augmentation terms cancel:

$$V_{zz}=-\frac45\langle r^{-3}\rangle,\qquad V_{xx}=V_{yy}=+\frac25\langle r^{-3}\rangle .$$

The sign has a direct reading. Negative charge is concentrated along $z$, so the electron's potential at first falls as one moves from the nucleus along $z$. Farther out it rises towards zero, but the EFG depends only on the curvature at the nucleus. The asymmetry $\eta=(V_{xx}-V_{yy})/V_{zz}$ is zero.

**Other p occupations.** Rotating the result gives $V_{zz}=+\tfrac25\langle r^{-3}\rangle$ for p$_x$ or p$_y$. With a common radial function and occupations $n_x,n_y,n_z$,

$$V_{zz}=-\frac45\langle r^{-3}\rangle\left[n_z-\frac{n_x+n_y}2\right].$$

A filled shell gives zero. A single hole in p$_z$ gives $+\tfrac45\langle r^{-3}\rangle$, the opposite of one electron. Both statements assume that the radial functions stay equal.

## 6. Numbers for a model orbital

Take $u=Nr^2e^{-\zeta r}$ with $\zeta=1.5$ bohr$^{-1}$. Normalization requires $N^2\,4!/(2\zeta)^5=1$. Therefore

$$\langle r^{-3}\rangle=N^2\int_0^\infty r\,e^{-2\zeta r}dr=\frac{(2\zeta)^5}{24}\frac1{(2\zeta)^2}=\frac{\zeta^3}3=1.125\ {\rm bohr}^{-3}.$$

In the same way, $\langle r^2\rangle=N^2\,6!/(2\zeta)^7=30/(2\zeta)^2=3.333$ bohr$^2$. The isolated atom has

$$V_{zz}=-0.8\times1.125=-0.900\ {\rm a.u.}=-8.75\times10^{21}\ {\rm V/m^2},$$

and $V_{xx}=+0.450$ a.u. Finite differences of the electron's potential, with a step of 0.01 bohr, give $-0.8996$ and $0.4500$ a.u. This tests the sign and the factors $-\tfrac45$ and $+\tfrac25$. It does not test the removal of the trace, because the p density vanishes at the nucleus and leaves no trace to remove.

Inside 2 bohr the factor $e^{-\zeta r}$ in $u$ is replaced by its fourth-order Taylor polynomial in the variable $r^2$ about $r=2$ bohr, without norm conservation. The augmentation shape is $g_L\propto r^L(1-r^2/4)^5$ inside the same radius. The missing charge is $q^0=0.1145$ electron and the missing $L=2$ moment is $q^2=0.08983$ bohr$^2$. The shape integral is 1.55795 bohr$^{-5}$, so the augmentation contributes $0.089827\times1.557953=0.139946$ bohr$^{-3}$. Then

$$R=1.125000-0.528037-0.139946=0.457017\ {\rm bohr}^{-3},$$

$$V^{\rm on}_{zz}=-0.8\times0.4570=-0.3656\ {\rm a.u.}$$

**A crystal of such atoms.** Put one atom, with a spherical ion of charge $+1$, in each tetragonal cell with $a=8$ and $c=10$ bohr. The reciprocal-space sum gives $V^{\rm smooth}_{zz}=-0.535429$ a.u., and the total is

$$V_{zz}=-0.535429-0.365614=-0.901043\ {\rm a.u.}=-8.756\times10^{21}\ {\rm V/m^2}.$$

The small change from the isolated atom can be derived independently. As $3\cos^2\theta=1+2P_2$, the electron density is $u^2(1+2P_2)/(4\pi r^2)$. Outside the orbital its $L=2$ potential is

$$-\frac{4\pi}5\frac{P_2}{r^3}\int\frac{2u^2}{4\pi r'^2}r'^4dr'=-\frac25\langle r^2\rangle\frac{P_2(\cos\theta)}{r^3}.$$

The identity $\partial_z^l(1/r)=(-1)^l\,l!\,P_l/r^{l+1}$ gives $P_2/r^3=\tfrac12\partial_z^2(1/r)$. Two more derivatives give $\tfrac12\cdot4!\,P_4/r^5=12P_4/r^5$. Summing over neighbours at $\mathbf R$,

$$V^{\rm nb}_{zz}=-\frac{24}5\langle r^2\rangle\sum_{\mathbf R\ne0}\frac{P_4(\cos\theta_R)}{R^5}.$$

The lattice sum is $6.511\times10^{-5}$ bohr$^{-5}$, so $V^{\rm nb}_{zz}=-4.8\times3.333\times6.511\times10^{-5}=-0.00104$ a.u. Neutral neighbours have no monopole term. The atom plus this real-space sum gives $-0.901042$ a.u. Agreement with the reconstruction was tested to $10^{-5}$ a.u., about 1% of the neighbour contribution.

## 7. Errors that reveal a wrong account

**Own augmentation not subtracted.** If the lattice term includes $\hat n$ but $R$ lacks its last term, $V_{zz}$ acquires an extra $-0.8\times0.1399=-0.112$ a.u. This is 12% of the correct total. It survives for an isolated atom, which makes that case a useful check.

**Augmentation omitted everywhere.** Suppose the lattice term uses $\tilde n$ alone and $R$ is reduced to the difference of the two $r^{-3}$ elements. The isolated atom is still correct. In the crystal, however, each neighbour lacks $q^0$ electrons and an $L=2$ moment. Missing negative charge acts as positive charge, so the error is

$$\Delta V_{zz}=q^0\sum_{\mathbf R\ne0}\frac{3\cos^2\theta_R-1}{R^3}+\frac{24}5q^2\sum_{\mathbf R\ne0}\frac{P_4(\cos\theta_R)}{R^5}.$$

The first sum converges conditionally. It is taken with a spherical cutoff, which matches the uniform background implied by dropping $\mathbf G=0$. The two predicted parts are $-0.000493$ and $+0.000028$ a.u.; the observed error is $-0.000464$ a.u. Relative to the total this is 0.05%, but it is 45% of the neighbour contribution. An isolated-atom check cannot detect it. Its size depends on the chosen cell and on the missing moments $q^0$ and $q^2$.

**Too small a density cutoff.** The cutoff here limits the Fourier sum of the density; the orbital cutoff of a plane-wave code is a separate parameter and needs its own convergence test. At 8 bohr$^{-1}$ the smooth term differs by $8.8\times10^{-4}$ a.u. from its value at 30 bohr$^{-1}$. With a sharp cutoff this error oscillates in sign and size, so one pair of cutoffs does not establish convergence; at 30 bohr$^{-1}$ the sixth decimal of the smooth term is still uncertain by one unit. A lattice sum over the all-electron density, cut at the same 8 bohr$^{-1}$, misses the atom-plus-neighbours value by 0.117 a.u. The slow convergence follows from the radial transform of its $L=2$ part,

$$\int_0^\infty N^2r^4e^{-2\zeta r}j_2(Gr)\,dr=\frac{96\,\zeta N^2G^2}{[(2\zeta)^2+G^2]^4},$$

which falls as $G^{-6}$. The EFG sum adds a factor $G^2dG$, so the omitted part falls only as the inverse cube of the cutoff once this is large compared with $2\zeta$.

## 8. Use in a code

1. For each channel pair allowed by $L=2$, tabulate $R_{ij}$ from the same partial waves and augmentation functions that define the pseudopotential.
2. After self-consistency, accumulate $\rho_{ij}$ over bands, spins and k-points, with occupations and weights included once. If only symmetry-inequivalent k-points are used, symmetrize both $\rho_{ij}$ and $\tilde n$ with the crystal's operations, including those that exchange equivalent atoms.
3. Build $\tilde n+\hat n$ on the grid, add the ions, and evaluate the smooth tensor at each nucleus.
4. Add the on-site tensor and check that the sum obeys the symmetry of the site. It is symmetric and traceless by construction, so a failure there signals a coding error, but success does not confirm $\rho_{ij}$ or $R_{ij}$. Then diagonalize it. Order the eigenvalues as $|V_{zz}|\ge|V_{yy}|\ge|V_{xx}|$ before forming $\eta$.

The formula reconstructs the density it is given; it does not correct an approximate functional. A core that polarizes in the valence field has its own $L=2$ density close to the nucleus, which the frozen spherical core leaves out. Shallow core states can be moved into the valence set to recover their share. If spheres overlap, the density formula omits products of the orbital corrections from two sites. The charge $D-\hat n$ of another site still remains invisible as long as its sphere does not reach the nucleus under study. Heavy atoms require relativistic partial waves and a matching EFG operator. The crystal above has a prescribed density, so its values test the reconstruction and do not predict a material. The numerical results quoted here are in the output that follows or follow from it by simple arithmetic.

## Computed values

```
orbital exponent zeta            1.50 bohr^-1
pseudization radius              2.00 bohr
cell a, c                        8.0 10.0 bohr
Gaunt factor p_z p_z, L=2 M=0    0.252313
tensor factor T_zz, M=0          3.170662
p_z angular factors xx yy zz     -0.4000 -0.4000 0.8000
<r^-3> all-electron              1.125000 bohr^-3
<r^-3> pseudo                    0.528037 bohr^-3
<r^2> all-electron               3.333333 bohr^2
augmentation charge q0           0.114535 electrons
augmentation moment q2 (L=2)     0.089827 bohr^2
integral of g2/r                 1.557953 bohr^-5
compensation r^-3 term q2*int    0.139946 bohr^-3
on-site radial factor R          0.457017 bohr^-3
isolated atom V_zz               -0.900000 a.u.
isolated atom V_xx               0.450000 a.u.
isolated atom V_zz               -8.7456e+21 V/m^2
finite-difference V_zz, V_xx     -0.89962 0.44996 a.u.
finite-difference step           0.010 bohr
crystal smooth lattice V_zz      -0.535429 a.u.
crystal on-site V_zz             -0.365614 a.u.
crystal reconstructed V_zz       -0.901043 a.u.
crystal reconstructed V_zz       -8.7558e+21 V/m^2
neighbour sum of P4/R^5          6.5111e-05 bohr^-5
neighbour quadrupole V_zz        -0.001042 a.u.
atom plus neighbours V_zz        -0.901042 a.u.
V_zz without augmentation        -0.901506 a.u.
error without augmentation       -0.000464 a.u.
predicted charge part of error   -0.000493 a.u.
predicted quadrupole part        0.000028 a.u.
plane-wave cutoffs low, high     8 30 bohr^-1
low-cutoff error, smooth         8.80e-04 a.u.
low-cutoff error, all-electron   1.17e-01 a.u.
mixed state on-site V_zz formula -0.114418 a.u.
mixed state on-site V_zz direct  -0.114418 a.u.
mixed state on-site V_xz formula -0.089085 a.u.
mixed state on-site V_xz direct  -0.089085 a.u.
mixed state s-d part of V_zz     -0.048184 a.u.
```
